# Landau–Levich film on a withdrawn wafer: curvature matching and integral balance: verification in Python

```python
"""
Film left on a vertical wafer withdrawn from a wetting liquid.
Result under test, for small capillary number Ca = mu*U/gamma:
    h0 = C * ell * Ca**(2/3),   C = 3**(2/3) * a / sqrt(2)
h0: film thickness, ell = sqrt(gamma/(rho*g)): capillary length,
mu: viscosity, U: withdrawal speed, gamma: surface tension, rho: density,
a: limiting curvature of the scaled film profile H''' = (1-H)/H**3.
The matched result is compared with a single film-to-bath equation that
keeps gravity and the full curvature and uses no matching.
"""
import math
import numpy as np
from scipy.constants import g
from scipy.integrate import solve_ivp, simpson


# Velocity profile by finite differences, in units mu = U = h0 = 1.
# At thickness 3 the flux must be 1 and the free surface must be at rest.
def film_flow(thickness, gradient, n=200):
    y = np.linspace(0.0, thickness, n + 1)
    d = y[1] - y[0]
    matrix = np.zeros((n + 1, n + 1))
    rhs = np.full(n + 1, gradient * d**2)
    matrix[0, 0] = 1.0
    rhs[0] = 1.0
    for i in range(1, n):
        matrix[i, i - 1:i + 2] = [1.0, -2.0, 1.0]
    matrix[n, n - 2:] = [1.0, -4.0, 3.0]
    rhs[n] = 0.0
    u = np.linalg.solve(matrix, rhs)
    return simpson(u, x=y), u[-1]


thick = 3.0
flux, surface_speed = film_flow(thick, 3.0 * (thick - 1.0) / thick**3)
assert abs(flux - 1.0) < 1e-7
assert abs(surface_speed) < 1e-7


# Scaled film profile, integrated downward with T = -X.
def profile_rhs(t, v):
    H, slope, curvature = v
    return [slope, curvature, (H - 1.0) / H**3]


def nearly_dry(t, v):
    return v[0] - 0.02


nearly_dry.terminal = True


def scaled_profile(amplitude, length):
    start = [1.0 + amplitude, amplitude, amplitude]
    return solve_ivp(profile_rhs, (0.0, length), start, method="DOP853",
                     rtol=1e-12, atol=1e-14, events=nearly_dry)


profile = scaled_profile(1e-5, 5000.0)
H_end, slope_end, a = profile.y[:, -1]
offset = H_end - slope_end**2 / (2.0 * a)
a_shifted = scaled_profile(1e-3, 5000.0).y[2, -1]
assert profile.success and abs(a - a_shifted) < 1e-6
thinning = scaled_profile(-1e-5, 100.0)
assert len(thinning.t_events[0]) == 1  # negative amplitude dries out


# Static meniscus, lengths in ell, integrated from the flat bath to the wall.
def meniscus_rhs(s, v):
    inclination, height = v
    return [height, math.sin(inclination)]


def vertical(s, v):
    return v[0] - math.pi / 2


vertical.terminal = True
static = solve_ivp(meniscus_rhs, (0.0, 40.0), [1e-4, 1e-4],
                   method="DOP853", rtol=1e-11, atol=1e-13,
                   events=vertical)
static_height = static.y_events[0][0][1]
assert abs(static_height - math.sqrt(2.0)) < 1e-7

C = 3.0**(2.0 / 3.0) * a / math.sqrt(2.0)


# Film-to-bath equation, lengths in ell, s measured down along the surface.
# theta is the angle between the liquid surface and the wafer.
def reaches_horizontal(h0, Ca):
    def rhs(s, v):
        h, theta, kappa = v
        cos_t = math.cos(theta)
        kappa_x = 1.0 - (3.0 * Ca * (h - h0) + h0**3) / h**3
        return [math.sin(theta), kappa, -cos_t * kappa_x]

    def horizontal(s, v):
        return v[1] - math.pi / 2

    def uncurved(s, v):
        return v[2]

    horizontal.terminal = True
    uncurved.terminal = True
    uncurved.direction = -1
    k = (3.0 * (Ca - h0**2))**(1.0 / 3.0) / h0
    e = 1e-4 * h0
    out = solve_ivp(rhs, (0.0, 60.0), [h0 + e, k * e, k**2 * e],
                    method="DOP853", rtol=1e-10, atol=1e-15,
                    events=[horizontal, uncurved])
    assert out.status == 1
    return len(out.t_events[0]) > 0


def composite_thickness(Ca):
    scale = C * Ca**(2.0 / 3.0)
    low, high = 0.9 * scale, 1.1 * scale
    assert reaches_horizontal(low, Ca)
    assert not reaches_horizontal(high, Ca)
    for _ in range(22):
        middle = 0.5 * (low + high)
        if reaches_horizontal(middle, Ca):
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


# Worked example with round model parameters (SI units).
mu, rho, gamma, U = 1.0e-3, 1000.0, 0.07, 1.0e-3
ell = math.sqrt(gamma / (rho * g))
Ca_example = mu * U / gamma
h_example = C * ell * Ca_example**(2.0 / 3.0)

Ca_values = [1e-3, Ca_example, 1e-6, 1e-9]
ratios = []
for Ca in Ca_values:
    ratios.append(composite_thickness(Ca) / (C * Ca**(2.0 / 3.0)))
deviations = [abs(r - 1.0) for r in ratios]
for Ca, deviation in zip(Ca_values, deviations):
    assert deviation < 0.5 * Ca**(1.0 / 3.0)
exponent = math.log(deviations[2] / deviations[3]) / math.log(1e3)
# Higher orders in Ca shift this finite-Ca exponent slightly from 1/3.
assert abs(exponent - 1.0 / 3.0) < 0.05

print(f"flux at h = 3 h0, in U h0: {flux:.6f}")
print(f"surface speed at h = 3 h0, in U: {abs(surface_speed):.1e}")
print(f"limiting scaled curvature a: {a:.5f}")
print(f"same from shifted start: {a_shifted:.5f}")
print(f"scaled parabola offset c: {offset:.2f}")
print(f"static meniscus height, in ell: {static_height:.6f}")
print(f"3^(2/3) a: {3.0**(2.0 / 3.0) * a:.4f}")
print(f"thickness coefficient C: {C:.4f}")
print("composite thickness / matched thickness (dimensionless):")
for Ca, ratio in zip(Ca_values, ratios):
    scaled_dev = (ratio - 1.0) / Ca**(1.0 / 3.0)
    print(f"  Ca = {Ca:.3e}: ratio {ratio:.6f}, "
          f"(ratio-1)/Ca^(1/3) {scaled_dev:.4f}")
print(f"exponent of deviation, Ca 1e-9 to 1e-6: {exponent:.4f}")
print(f"viscosity: {mu * 1e3:.1f} mPa s")
print(f"density: {rho:.0f} kg/m^3")
print(f"surface tension: {gamma:.3f} N/m")
print(f"gravity: {g:.5f} m/s^2")
print(f"withdrawal speed: {U * 1e3:.1f} mm/s")
print(f"capillary length: {ell * 1e3:.3f} mm")
print(f"capillary number: {Ca_example:.4e}")
print(f"Ca^(2/3): {Ca_example**(2.0 / 3.0):.4e}")
print(f"matched film thickness: {h_example * 1e6:.3f} micrometre")
print(f"composite film thickness: "
      f"{h_example * ratios[1] * 1e6:.3f} micrometre")
inner_length = h_example / (3.0 * Ca_example)**(1.0 / 3.0)
print(f"transition length h0/(3Ca)^(1/3): "
      f"{inner_length * 1e6:.1f} micrometre")
print(f"static meniscus height: {static_height * ell * 1e3:.3f} mm")
print(f"parabola offset c h0: {offset * h_example * 1e6:.2f} micrometre")
gravity_ratio = rho * g * h_example**2 / (mu * U)
print(f"gravity ratio rho g h0^2/(mu U): {gravity_ratio:.4f}")
print(f"film Reynolds number rho U h0/mu: "
      f"{rho * U * h_example / mu:.2e}")
for speed in (1e-4, 1e-3, 1e-2):
    thickness = C * ell * (mu * speed / gamma)**(2.0 / 3.0)
    print(f"matched thickness at {speed * 1e3:.1f} mm/s: "
          f"{thickness * 1e6:.3f} micrometre")
print("tests ok")
```

Output:

```
flux at h = 3 h0, in U h0: 1.000000
surface speed at h = 3 h0, in U: 1.4e-14
limiting scaled curvature a: 0.64304
same from shifted start: 0.64304
scaled parabola offset c: 2.90
static meniscus height, in ell: 1.414214
3^(2/3) a: 1.3376
thickness coefficient C: 0.9458
composite thickness / matched thickness (dimensionless):
  Ca = 1.000e-03: ratio 0.977631, (ratio-1)/Ca^(1/3) -0.2237
  Ca = 1.429e-05: ratio 0.996346, (ratio-1)/Ca^(1/3) -0.1506
  Ca = 1.000e-06: ratio 0.998702, (ratio-1)/Ca^(1/3) -0.1298
  Ca = 1.000e-09: ratio 0.999885, (ratio-1)/Ca^(1/3) -0.1148
exponent of deviation, Ca 1e-9 to 1e-6: 0.3512
viscosity: 1.0 mPa s
density: 1000 kg/m^3
surface tension: 0.070 N/m
gravity: 9.80665 m/s^2
withdrawal speed: 1.0 mm/s
capillary length: 2.672 mm
capillary number: 1.4286e-05
Ca^(2/3): 5.8876e-04
matched film thickness: 1.488 micrometre
composite film thickness: 1.482 micrometre
transition length h0/(3Ca)^(1/3): 42.5 micrometre
static meniscus height: 3.778 mm
parabola offset c h0: 4.31 micrometre
gravity ratio rho g h0^2/(mu U): 0.0217
film Reynolds number rho U h0/mu: 1.49e-03
matched thickness at 0.1 mm/s: 0.321 micrometre
matched thickness at 1.0 mm/s: 1.488 micrometre
matched thickness at 10.0 mm/s: 6.905 micrometre
tests ok
```
